# Subthreshold Swing with Interface Traps and No Depletion Capacitance: a program that tests the result

```python
"""Subthreshold swing with interface traps and no depletion capacitance.

Result under test: S = ln(10) (kT/q) (1 + C_it/C_ox), where
C_ox = 3.9 eps0 / t is the gate capacitance per area for equivalent
oxide thickness t, and C_it = q D for a trap density D per cm^2 per eV.
psi is the Fermi level measured from midgap at the interface, in volts.
Independent road: Fermi integrals over traps and band states, a numerical
search for a tenfold electron density, and the full charge balance.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

q = const.e
temperature = 300.0                    # K
kt = const.k * temperature / q         # eV, also thermal voltage in V
thickness_nm = 1.0
relative_permittivity = 3.9
trap_density = 1e12                    # per cm^2 per eV
gap = 1.1                              # eV
band_density = 1e14                    # per cm^2 per eV
psi_start = 0.15                       # V

# Capacitance per area: F/m^2 converted to F/cm^2
c_ox = relative_permittivity * const.epsilon_0 / (thickness_nm * 1e-9) * 1e-4


def filled_traps(psi, density):
    """Electrons in traps per cm^2, from the Fermi integral over the gap."""
    integral = quad(lambda e: expit((psi - e) / kt), -gap / 2, gap / 2,
                    points=[psi], epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    return density * integral


def electrons(psi):
    """Mobile electrons per cm^2, from the Fermi integral over the band."""
    integral = quad(lambda e: expit((psi - e) / kt), gap / 2,
                    gap / 2 + 40 * kt, epsabs=0, epsrel=1e-10, limit=200)[0]
    return band_density * integral


def decade_step(density):
    """Potential, insulator-voltage and trap changes for tenfold current."""
    n_start = electrons(psi_start)
    psi_end = brentq(lambda p: np.log10(electrons(p) / n_start) - 1,
                     psi_start, psi_start + 0.15)
    new_traps = filled_traps(psi_end, density) - filled_traps(psi_start, density)
    new_mobile = electrons(psi_end) - n_start
    insulator_step = q * (new_traps + new_mobile) / c_ox
    return psi_end - psi_start, insulator_step, new_traps


def derived_swing(density):
    """Swing in V per decade from the derived formula."""
    return np.log(10) * kt * (1 + q * density / c_ox)


# Trap capacitance: derivative of the integrated charge against q D
h = 1e-3
c_it = q * trap_density
c_it_numeric = q * (filled_traps(0.18 + h, trap_density)
                    - filled_traps(0.18 - h, trap_density)) / (2 * h)
assert abs(c_it_numeric / c_it - 1) < 1e-4

# Swing: neglected band-edge and mobile-charge terms are far below 0.001 mV
comparison = []
for density in (0.0, trap_density, 10 * trap_density):
    channel_step, insulator_step, _ = decade_step(density)
    numeric = channel_step + insulator_step
    formula = derived_swing(density)
    assert abs(numeric - formula) < 1e-6
    comparison.append((density, 1e3 * numeric, 1e3 * formula))

channel_step, insulator_step, new_traps = decade_step(trap_density)
total_step = channel_step + insulator_step
assert abs(1e3 * total_step - 62) < 0.5

print(f"Temperature: {temperature:.0f} K")
print(f"Equivalent oxide thickness: {thickness_nm:.1f} nm")
print(f"Reference relative permittivity: {relative_permittivity:.1f}")
print(f"Vacuum permittivity: {const.epsilon_0:.4e} F/m")
print(f"Elementary charge: {q:.4e} C")
print(f"Trap density: {trap_density:.1e} per cm^2 per eV")
print(f"Model gap: {gap:.1f} eV")
print(f"Model band density of states: {band_density:.1e} per cm^2 per eV")
print(f"Starting Fermi level above midgap: {psi_start:.2f} eV")
print(f"Thermal voltage kT/q: {1e3 * kt:.3f} mV")
print(f"ln(10): {np.log(10):.4f}")
print(f"Gate capacitance C_ox: {1e6 * c_ox:.4f} uF/cm^2")
print(f"Trap capacitance C_it, formula: {1e6 * c_it:.4f} uF/cm^2")
print(f"Trap capacitance, numerical: {1e6 * c_it_numeric:.4f} uF/cm^2")
print(f"Ratio C_it/C_ox: {c_it / c_ox:.5f} (no unit)")
print(f"Channel potential step per decade: {1e3 * channel_step:.3f} mV")
print(f"Traps filled per decade: {new_traps:.3e} per cm^2")
print(f"Insulator voltage step per decade: {1e3 * insulator_step:.3f} mV")
print(f"Total gate step per decade: {1e3 * total_step:.3f} mV")
print("Swing comparison, numerical and formula:")
for density, numeric, formula in comparison:
    print(f"  D = {density:.1e} per cm^2 per eV: "
          f"{numeric:.3f} and {formula:.3f} mV/decade")
print("OK")
```

Output:

```
Temperature: 300 K
Equivalent oxide thickness: 1.0 nm
Reference relative permittivity: 3.9
Vacuum permittivity: 8.8542e-12 F/m
Elementary charge: 1.6022e-19 C
Trap density: 1.0e+12 per cm^2 per eV
Model gap: 1.1 eV
Model band density of states: 1.0e+14 per cm^2 per eV
Starting Fermi level above midgap: 0.15 eV
Thermal voltage kT/q: 25.852 mV
ln(10): 2.3026
Gate capacitance C_ox: 3.4531 uF/cm^2
Trap capacitance C_it, formula: 0.1602 uF/cm^2
Trap capacitance, numerical: 0.1602 uF/cm^2
Ratio C_it/C_ox: 0.04640 (no unit)
Channel potential step per decade: 59.526 mV
Traps filled per decade: 5.953e+10 per cm^2
Insulator voltage step per decade: 2.762 mV
Total gate step per decade: 62.289 mV
Swing comparison, numerical and formula:
  D = 0.0e+00 per cm^2 per eV: 59.527 and 59.526 mV/decade
  D = 1.0e+12 per cm^2 per eV: 62.289 and 62.288 mV/decade
  D = 1.0e+13 per cm^2 per eV: 87.146 and 87.145 mV/decade
OK
```
